\section*{Delta Well on One Grid Site: Exact Energy and Discretisation Error}

\section{The problem}

A particle moves on a line in an attractive delta potential of strength $g>0$. In Hartree atomic units ($\hbar=m=1$) its Hamiltonian is
\begin{equation}
H=-\frac12\frac{d^2}{dx^2}-g\,\delta(x).
\end{equation}
The line is replaced by the infinite grid $x_n=nh$, and the second derivative by the three-point stencil $(\psi_{n+1}-2\psi_n+\psi_{n-1})/h^2$. Integrals become sums $h\sum_n$. The delta sits on site $0$ and must keep its weight, $h\sum_n V_n f_n=-g f_0$ for any $f$, so $V_0=-g/h$ and all other $V_n$ vanish. The grid equation is
\begin{equation}
-\frac{\psi_{n+1}-2\psi_n+\psi_{n-1}}{2h^2}-\frac{g}{h}\,\delta_{n0}\,\psi_n=E\,\psi_n .
\label{eq:grid}
\end{equation}

\begin{enumerate}
\item Estimate by scaling how far the grid energy lies from the continuum energy, and on which side.
\item Find all normalisable solutions of (\ref{eq:grid}) and their energies.
\item Compare the two results and explain any disagreement.
\end{enumerate}

The continuum energy serves as reference. For $x\neq0$ a bound state is $\psi=e^{-\kappa|x|}$ with $E=-\kappa^2/2$. Integrating $H\psi=E\psi$ over a vanishing interval around $x=0$ gives $-\frac12[\psi'(0^+)-\psi'(0^-)]=g\psi(0)$. The slope jump is $-2\kappa\psi(0)$, so $\kappa=g$ and
\begin{equation}
E_0=-\frac{g^2}{2}.
\end{equation}

\section{First estimate by scaling}

Multiplying (\ref{eq:grid}) by $h^2$ leaves $gh$ as the one parameter of the equation, with eigenvalue $h^2E$. In ordinary units this dimensionless number is $mgh/\hbar^2$. It compares the spacing $h$ with the width $1/g$ of the continuum state.

\textbf{Fine grid, $gh\ll1$.} On a plane wave $e^{ikx}$ the stencil gives the kinetic energy
\begin{equation}
\frac{1-\cos kh}{h^2}=\frac{k^2}{2}-\frac{k^4h^2}{24}+\dots
\label{eq:disp}
\end{equation}
A state of width $1/g$ has typical wave numbers $k\sim g$. Setting $k=g$ in the correction suggests
\begin{equation}
E_h-E_0\approx-\frac{g^4h^2}{24}\qquad\text{(estimate)},
\label{eq:est}
\end{equation}
an energy slightly too low. The weak point is the cusp at $x=0$, which brings in wave numbers far above $g$.

\textbf{Coarse grid, $gh\gg1$.} The state should shrink to site $0$. Its energy is then the diagonal element of the grid Hamiltonian there,
\begin{equation}
E_h\approx\frac1{h^2}-\frac gh\qquad\text{(estimate)}.
\label{eq:coarse}
\end{equation}

\section{Exact solution}

\subsection{Away from the delta}

For $n\neq0$ the potential term is absent. Inserting $\psi_n=\lambda^n$ and dividing by $\lambda^n$ gives
\begin{equation}
\lambda+\frac1\lambda=2(1-h^2E).
\label{eq:lambda}
\end{equation}
The two roots have product $1$. Since the Hamiltonian is real and symmetric, $E$ is real, and there are three cases.

If $0\le E\le 2/h^2$, the right side lies between $-2$ and $2$ and the roots are $e^{\pm i\theta}$. Their combinations oscillate without decaying. At the two edges the roots coincide and the solutions are $(\pm1)^n(A+Bn)$, which do not decay either. This range, the band, holds no normalisable state.

If $E<0$, the right side exceeds $2$ and the roots are $e^{\pm\kappa h}$ with $\kappa>0$. Then (\ref{eq:lambda}) reads $2\cosh\kappa h=2(1-h^2E)$, or
\begin{equation}
E=\frac{1-\cosh\kappa h}{h^2}.
\label{eq:Ecosh}
\end{equation}
Normalisability keeps the decaying root on each side. Both sides share the value $\psi_0$, so $\psi_n=\psi_0e^{-\kappa h|n|}$.

If $E>2/h^2$, the roots are $-e^{\pm\kappa h}$, the decaying solution is $\psi_n=\psi_0(-1)^ne^{-\kappa h|n|}$, and $E=(1+\cosh\kappa h)/h^2$.

\subsection{At the delta}

For $E<0$, put $\psi_{\pm1}=e^{-\kappa h}\psi_0$ into (\ref{eq:grid}) at $n=0$ and divide by $\psi_0$, which is nonzero because otherwise the whole solution vanishes:
\begin{equation}
\frac{1-e^{-\kappa h}}{h^2}-\frac gh=E=\frac{1-\cosh\kappa h}{h^2}.
\end{equation}
Multiplying by $h^2$ and rearranging,
\begin{equation}
gh=\cosh\kappa h-e^{-\kappa h}=\frac{e^{\kappa h}-e^{-\kappa h}}{2}=\sinh\kappa h .
\label{eq:sinh}
\end{equation}
This has one positive solution $\kappa$ for every $g>0$ and $h>0$. For $E>2/h^2$ the same step gives $1+e^{-\kappa h}-gh=1+\cosh\kappa h$, hence $\sinh\kappa h=-gh$, which is impossible for $g>0$. There is therefore exactly one bound state.

With $s\equiv\cosh\kappa h=\sqrt{1+g^2h^2}$, (\ref{eq:Ecosh}) becomes
\begin{equation}
E_h=\frac{1-\sqrt{1+g^2h^2}}{h^2}=-\frac{g^2}{1+s}.
\label{eq:E}
\end{equation}
The second form follows on multiplying numerator and denominator by $1+s$ and using $1-s^2=-g^2h^2$. Because $s>1$, the grid energy lies above $-g^2/2$ for every spacing. Because $\sinh y>y$ for $y>0$, (\ref{eq:sinh}) also gives $\kappa<g$: the tail of the grid state decays more slowly than that of the continuum state. Whether this makes it wider depends on the moment used. For the normalised state, summing the series with (\ref{eq:sinh}) gives $h\sum_n x_n^2\psi_n^2=h^2/(2\sinh^2\kappa h)=1/(2g^2)$, exactly the continuum value of $\langle x^2\rangle$, and $h\sum_n|x_n|\psi_n^2=h/\sinh 2\kappa h=1/(2gs)$, below the continuum value $1/(2g)$. The slower tail shows in higher moments: $h\sum_n x_n^4\psi_n^2=(3+g^2h^2)/(2g^4)$ exceeds the continuum value $3/(2g^4)$.

\subsection{Numbers}

Take $g=1$ hartree\,bohr and $h=0.5$ bohr, so $gh=0.5$ and $s=\sqrt{1.25}=1.118034$. Then
\begin{equation}
E_h=\frac{1-1.118034}{0.25}=-0.4721\ \text{hartree}=-12.85\ \text{eV},
\end{equation}
against $E_0=-0.5$ hartree $=-13.61$ eV. The error is $+0.0279$ hartree, or $0.76$ eV, which is $5.6\%$ of $|E_0|$. The decay constant is $0.962$ bohr$^{-1}$ instead of $1$ bohr$^{-1}$.

\section{Comparison}

\subsection{Fine grid: right power, wrong sign}

For $gh<1$ the root expands as $s=1+\frac12g^2h^2-\frac18g^4h^4+\frac1{16}g^6h^6-\dots$, so
\begin{equation}
E_h-E_0=\frac{g^4h^2}{8}-\frac{g^6h^4}{16}+\dots
\label{eq:series}
\end{equation}
The estimate (\ref{eq:est}) has the right power of $g$ and $h$, but the wrong sign and a third of the size. For $g=1$ hartree\,bohr the exact errors are:

\begin{center}
\begin{tabular}{cccc}
$h$ (bohr) & $E_h$ (hartree) & error (hartree) & error$/h^2$ (hartree/bohr$^2$)\\
1.000 & $-0.4142$ & 0.0858 & 0.0858\\
0.500 & $-0.4721$ & 0.0279 & 0.1115\\
0.250 & $-0.4924$ & 0.0076 & 0.1212\\
0.125 & $-0.4981$ & 0.0019 & 0.1240
\end{tabular}
\end{center}

The last column approaches $g^4/8=0.125$. Relative to $|E_0|$ the leading error is $g^2h^2/4$, so an accuracy of $1\%$ needs $gh\approx0.2$.

To find what the estimate missed, apply the grid Hamiltonian to the sampled continuum state $\phi_n=e^{-gh|n|}$ and divide by $\phi_n$:
\begin{align}
n\neq0:&\quad\frac{1-\cosh gh}{h^2}=-\frac{g^2}2-\frac{g^4h^2}{24}-\dots\\
n=0:&\quad\frac{1-e^{-gh}}{h^2}-\frac gh=-\frac{g^2}2+\frac{g^3h}{6}-\dots
\end{align}
The estimate is thus correct at every site except the one with the cusp. There the error is positive and of first order in $h$, but that site carries little of the norm. With $q=e^{-gh}$, $\sum_n\phi_n^2=1+2q^2/(1-q^2)=(1+q^2)/(1-q^2)=\coth gh$, so its share is $\tanh gh\approx gh$. To leading order the expectation value of the energy shifts by
\begin{equation}
-\frac{g^4h^2}{24}+gh\,\frac{g^3h}{6}=\frac{g^4h^2}{8},
\end{equation}
in agreement with (\ref{eq:series}). Using $\phi_n$ instead of the exact grid state is harmless at this order. The two differ in decay constant by about $g^3h^2/6$, and the expectation value is stationary at the exact state, so the energy changes only at order $h^4$.

\subsection{Why the energy is too high at every spacing}

The sign also follows from the variational principle, without an expansion. Normalise the grid state by $h\sum_n\psi_n^2=1$ and join its values by straight lines to form a continuous function $u(x)$. Shifting the summation index in the kinetic term gives
\begin{equation}
-\frac{h}{2h^2}\sum_n\psi_n(\psi_{n+1}-2\psi_n+\psi_{n-1})
=\frac1{2h}\sum_n(\psi_{n+1}-\psi_n)^2=\frac12\int u'^2dx ,
\end{equation}
since $u'=(\psi_{n+1}-\psi_n)/h$ in each cell. The potential energy is $-g\psi_0^2=-g\,u(0)^2$. Hence $E_h=\frac12\int u'^2dx-g\,u(0)^2$, the continuum energy expression for $u$. The norm differs. A cell with end values $a,b$ contributes $h(a^2+ab+b^2)/3$, so
\begin{equation}
N=\int u^2dx=\frac h3\sum_n(2\psi_n^2+\psi_n\psi_{n+1})
=1-\frac h6\sum_n(\psi_{n+1}-\psi_n)^2<1 .
\end{equation}
The true mean energy of $u$ is $R=E_h/N$. As $E_h<0$ and $N<1$, $R<E_h$.

No function has a mean energy below $-g^2/2$. Expanding a square,
\begin{equation}
0\le\frac12\int\big(u'+g\,\mathrm{sgn}(x)\,u\big)^2dx
=\frac12\int u'^2dx-g\,u(0)^2+\frac{g^2}{2}N ,
\end{equation}
where the cross term is $\frac g2\int\mathrm{sgn}(x)(u^2)'dx$, and each half-line contributes $-u(0)^2$ to the integral. Therefore $-g^2/2\le R<E_h$. Two effects thus raise the grid energy: the mean energy $R$ of the straight-line function cannot lie below $-g^2/2$, and the grid sum overestimates the norm of $u$, which dilutes a negative energy. In the example $N=0.9648$ and $R=E_h/N=-0.4894$ hartree (from unrounded values), between $-0.5$ and $-0.4721$ hartree.

\subsection{Kinetic and potential energy}

The sum found above, with $\kappa$ in place of $g$, turns the normalisation into $h\psi_0^2\coth\kappa h=1$. Hence $\psi_0^2=\tanh(\kappa h)/h=g/s$, and
\begin{equation}
\langle V\rangle=-\frac{g^2}{s},\qquad \langle T\rangle=E_h+\frac{g^2}{s}.
\end{equation}
At $h=0.5$ bohr, $\langle T\rangle=0.4223$ hartree is $0.0777$ below its continuum value $g^2/2$, and $\langle V\rangle=-0.8944$ hartree is $0.1056$ above $-g^2$. The kinetic energy is too low, which is the sign (\ref{eq:disp}) suggested, but not the size. Expanding $s$ gives leading shifts of $-3g^4h^2/8$ for $\langle T\rangle$, nine times (\ref{eq:est}), and $+g^4h^2/2$ for $\langle V\rangle$. Part of the kinetic shift, about $-g^4h^2/6$, comes from the smaller decay constant of the grid state. The density at the delta, $g/s$, is also below its continuum value $g$, however, and the loss of attraction is larger.

\subsection{Coarse grid}

For $gh>1$, $s=gh+1/(2gh)-\dots$, and (\ref{eq:E}) becomes
\begin{equation}
E_h=-\frac gh+\frac1{h^2}-\frac1{2gh^3}+\dots
\end{equation}
The first two terms are the estimate (\ref{eq:coarse}). The third is the lowering due to spreading onto neighbouring sites. For $g=2$ hartree\,bohr and $h=1.5$ bohr, where $gh=3$, the estimate gives $-1.333+0.444=-0.889$ hartree and the exact grid value is $-0.961$ hartree. Both are far from the continuum energy of $-2$ hartree: the grid problem is solved correctly, but its binding energy is less than half that of the delta well.

\subsection{Conditions}

The formulas belong to the three-point stencil, an infinite grid and a delta exactly on a site. A different stencil, or a delta between sites, changes the equation at the cusp and needs its own solution. Even the order of the error need not survive: with the five-point stencil and the same on-site delta the leading error is of first order, about $+0.14\,g^3h$, which for $g=1$ hartree\,bohr and $h=0.2$ bohr is $0.028$ hartree against $0.0049$ hartree for three points. For $g<0$, (\ref{eq:sinh}) has no solution, but $\sinh\kappa h=-gh$ does. A repulsive site then binds a state above the band, at $E>2/h^2$, which has no continuum counterpart because the band top moves to infinity as $h\to0$.

The numerical check checks the attractive case by diagonalising long finite grids, including $gh=3$.

\section*{Numbers as computed}
\begin{verbatim}
WORKED EXAMPLE
strength g                       = 1.000 hartree bohr
spacing h                        = 0.500 bohr
g h (dimensionless)              = 0.500
site potential -g/h              = -2.000 hartree
sqrt(1 + g^2 h^2)                = 1.118034
kappa h (dimensionless)          = 0.481212
kappa on the grid                = 0.962424 1/bohr
kappa in the continuum           = 1.000000 1/bohr
ratio psi_1/psi_0                = 0.618034
psi_0^2 (normalised)             = 0.894427 1/bohr
E grid, formula                  = -0.472136 hartree
E grid, diagonalisation          = -0.472136 hartree
E continuum, quadrature          = -0.500000 hartree
error E grid - E continuum       = 0.027864 hartree
leading error g^4 h^2/8          = 0.031250 hartree
two-term error                   = 0.027344 hartree
E grid                           = -12.8475 eV
E continuum                      = -13.6057 eV
error                            = 0.7582 eV
kinetic energy on the grid       = 0.422291 hartree
potential energy on the grid     = -0.894427 hartree
kinetic minus continuum g^2/2    = -0.077709 hartree
potential minus continuum -g^2   = 0.105573 hartree
norm of straight-line function   = 0.964809
its Rayleigh quotient R          = -0.489357 hartree
band top 2/h^2                   = 8.000 hartree
eigenvalues below zero           = 1
CONVERGENCE, g = 1 hartree bohr (h in bohr, energies in hartree,
error/h^2 in hartree/bohr^2)
    h    E diagonalised    E formula      error   error/h^2
 1.000      -0.414214     -0.414214   0.085786   0.085786
 0.500      -0.472136     -0.472136   0.027864   0.111456
 0.250      -0.492423     -0.492423   0.007577   0.121240
 0.125      -0.498062     -0.498062   0.001938   0.124033
limit of error/h^2, g^4/8        = 0.125000 hartree/bohr^2
COARSE GRID: g = 2.0 hartree bohr, h = 1.5 bohr, g h = 3.0
E diagonalised                   = -0.961012 hartree
E formula                        = -0.961012 hartree
E continuum                      = -2.000000 hartree
\end{verbatim}
